# Ripple growth on a circular island without line tension: two derivations

An island of radius 100 Å has a ripple of amplitude 1 Å on its edge, one percent of the radius. It grows by catching diffusing adatoms until its radius is 200 Å. If the ripple has two lobes around the circumference, the model treated here, which has a smooth edge and ignores the random arrival of single atoms, gives a final amplitude of 2 Å, still one percent. If it has four lobes, the amplitude becomes 8 Å to first order, or four percent. The supply of atoms and the gain in radius are the same in both cases. Why does the number of lobes decide whether the shape is kept or lost?

## The model and the statement

The island is one atomic layer high and compact. In polar coordinates its edge is

$$r=\rho(\theta,t)=R(t)+\delta(t)\cos m\theta ,\qquad m=1,2,3,\dots$$

with $m\delta\ll R$, so that both the displacement and the slope of the edge are small. The mean radius grows at speed $V=dR/dt$. The algebra is in atomic units. Since lengths, times and densities alone enter, no equation below would change its form in other units.

Adatoms diffuse outside the island with coefficient $D$, and their number per area is $c(r,\theta,t)$. Four assumptions define the growth law.

- The field is quasi-static: it adjusts to the present edge much faster than the edge moves. If, in addition, no adatoms evaporate and none are deposited nearby, $\nabla^2c=0$ outside the island.
- Attachment and detachment are fast, so the edge holds the density at its equilibrium value $c_e$. Without line tension $c_e$ does not depend on curvature. It is also taken as independent of edge direction.
- Atoms do not migrate along the edge, and none reach it from the top of the island.
- The supply is isotropic and comes from far away.

Let $\Omega$ be the area per island atom. Advancing the edge by a unit area requires $1/\Omega$ atoms, of which $c_e$ were already there as adatoms. For a dilute adatom gas, $c_e\ll1/\Omega$, the normal speed of the edge is therefore

$$v_n=\Omega D\,\frac{\partial c}{\partial n},$$

with the normal $n$ pointing out of the island. The sign is positive because a density rising outward drives atoms inward, onto the edge.

The statement to be derived is, to first order in $\delta$,

$$\boxed{\frac1\delta\frac{d\delta}{dt}=(m-1)\frac VR}$$

This is the logarithmic growth rate of the absolute amplitude $\delta$, which is a length. The speed of the amplitude is $(m-1)V\delta/R$. The relative amplitude $\delta/R$ has a different rate, because its denominator grows too:

$$\frac{d}{dt}\ln\frac{\delta}{R}=(m-1)\frac VR-\frac VR=(m-2)\frac VR .$$

## First derivation: the flux onto a displaced edge

**Motion of the edge.** Write the edge as the zero line of $f=r-\rho(\theta,t)$. Its gradient is

$$\nabla f=\hat r-\frac{\rho'}{\rho}\hat\theta,\qquad \rho'=\frac{\partial\rho}{\partial\theta}.$$

The unit normal is $\nabla f/|\nabla f|$. A point that stays on the moving edge keeps $f=0$, hence $v_n|\nabla f|=\partial\rho/\partial t$. Inserting $v_n=\Omega D\,\nabla c\cdot\nabla f/|\nabla f|$ gives

$$\frac{\partial\rho}{\partial t}=\Omega D\left[\frac{\partial c}{\partial r}-\frac{\rho'}{\rho^2}\frac{\partial c}{\partial\theta}\right]_{r=\rho}.$$

Both $\rho'$ and $\partial c/\partial\theta$ vanish for the circle and are of order $\delta$. Their product is of order $\delta^2$ and is dropped. The radial gradient at the displaced edge is all that remains.

**The circle.** The isotropic solution of Laplace's equation that equals $c_e$ at $r=R$ is

$$c_0(r)=c_e+GR\ln\frac rR,\qquad c_0'(r)=\frac{GR}{r},$$

where $G=c_0'(R)$ is the gradient at the edge. Thus $V=\Omega DG$. If the density is held at $c_e+\Delta c$ on a circle of radius $L$, then $GR\ln(L/R)=\Delta c$ and

$$V=\frac{\Omega D\,\Delta c}{R\ln(L/R)} .$$

At fixed $\Delta c$ this tends to zero as $L\to\infty$. For a quasi-static field in an open plane one must therefore prescribe the total flux onto the island, not the density at infinity.

**The perturbed field.** The ripple adds a field $c_1$ with the same angular dependence. For $c_1=g(r)\cos m\theta$, Laplace's equation reads

$$g''+\frac{g'}r-\frac{m^2}{r^2}g=0,$$

with solutions $r^m$ and $r^{-m}$. The first would mean an anisotropic supply at large distance, so $c_1=Br^{-m}\cos m\theta$. The density on the displaced edge must still be $c_e$. To first order,

$$c_0(R)+G\delta\cos m\theta+BR^{-m}\cos m\theta=c_e
\quad\Longrightarrow\quad B=-G\delta R^m .$$

The minus sign says that the density is lowered at a fixed point in front of a bump: the absorbing edge has come closer.

**The flux.** The gradient at $r=R+\delta\cos m\theta$ is, to first order,

$$\frac{\partial c}{\partial r}=G+c_0''(R)\,\delta\cos m\theta-mBR^{-m-1}\cos m\theta .$$

From $c_0'=GR/r$ follows $c_0''(R)=-G/R$, and the value of $B$ turns the last term into $+(mG\delta/R)\cos m\theta$. Hence

$$\frac{\partial\rho}{\partial t}=\Omega DG+\Omega DG\,\frac{m-1}{R}\,\delta\cos m\theta .$$

The left side is $V+\dot\delta\cos m\theta$. Comparing the coefficients of $\cos m\theta$, with $\Omega DG=V$, gives the boxed rate.

The two parts of $m-1$ have separate meanings. The $-1$ comes from $c_0''$: the flux of the circular field weakens outward as $1/r$, so a bump sits where that field is weaker. The $+m$ comes from $c_1$: bumps gather flux that would otherwise reach the hollows. The distance over which this redistribution acts is $R/m$, so finer ripples have steeper extra gradients.

For many lobes, let $k=m/R$ be the wavenumber along the edge. The rate is $kV-V/R$. When $R\to\infty$ at fixed $k$ and $V$, it becomes $kV$, the rate for a straight edge, where the dilution by circular geometry has disappeared.

## Second derivation: a conserved moment of the outside region

The second route never solves for the perturbed field. It uses a weighted area of the region outside the island. Choose the weight

$$u=r^{-m}\cos m\theta,\qquad
\nabla^2u=\left[m(m+1)-m-m^2\right]r^{-m-2}\cos m\theta=0,$$

and define, with a fixed radius $\Lambda$ larger than the island,

$$M(t)=\int_0^{2\pi}d\theta\int_{\rho(\theta,t)}^{\Lambda}u\,r\,dr .$$

**Its rate of change.** Time enters through the lower limit, so

$$\frac{dM}{dt}=-\int_0^{2\pi}u(\rho,\theta)\,\rho\,\frac{\partial\rho}{\partial t}\,d\theta .$$

The length element of the edge is $ds=\sqrt{\rho^2+\rho'^2}\,d\theta=\rho|\nabla f|\,d\theta$, and $\partial\rho/\partial t=v_n|\nabla f|$. Therefore $\rho\,(\partial\rho/\partial t)\,d\theta=v_n\,ds$, and

$$\frac{dM}{dt}=-\oint_{\rm edge}u\,v_n\,ds=-\Omega D\oint_{\rm edge}u\,\frac{\partial c}{\partial n}\,ds .$$

**Moving the integral outward.** Let $w=c-c_e$, which vanishes on the edge. Green's identity in the region between the edge and the circle $r=\Lambda$ is

$$\int(u\nabla^2w-w\nabla^2u)\,dA=\oint_{\Lambda}\left(u\frac{\partial w}{\partial r}-w\frac{\partial u}{\partial r}\right)ds-\oint_{\rm edge}\left(u\frac{\partial w}{\partial n}-w\frac{\partial u}{\partial n}\right)ds .$$

The edge carries a minus sign because its normal $n$ points into the region. The left side is zero, since both functions are harmonic. The last term on the right is zero, since $w=0$ on the edge. So the flux integral on the edge equals the integral over $\Lambda$.

On that circle, $w$ is an isotropic part $a+b\ln r$ plus terms $r^{-k}\cos k\theta$ and $r^{-k}\sin k\theta$. Integration over the angle against $\cos m\theta$ removes all of them except $B_mr^{-m}\cos m\theta$. This term is a multiple of $u$, and for $w=B_mu$ the integrand $u\,\partial_rw-w\,\partial_ru$ is zero. Hence

$$\frac{dM}{dt}=0 .$$

No small amplitude has been assumed so far. It suffices that the edge can be written as $\rho(\theta,t)$ and lies inside $\Lambda$.

**Evaluation for a small ripple.** Split the radial integral at $R$. The part from $R$ to $\Lambda$ has limits independent of angle and vanishes against $\cos m\theta$. The part between $R$ and $\rho$ is a strip of width $\delta\cos m\theta$, and it is subtracted:

$$M=-\int_0^{2\pi}R^{1-m}\cos m\theta\;\delta\cos m\theta\,d\theta=-\pi\,\delta\,R^{1-m}.$$

Since $M$ is constant,

$$\delta(t)=\delta(0)\left[\frac{R(t)}{R(0)}\right]^{m-1}.$$

The logarithmic derivative in time is $(m-1)V/R$, the same rate as before. The conserved quantity shows that the history $V(t)$ does not matter: slow and fast growth to the same radius give the same ripple, as long as the field stays quasi-static.

This answers the opening question. For $m=2$ the amplitude grows in proportion to $R$, so the slightly oval island is magnified without change of shape. For $m\ge3$ the ripple outgrows the radius. For $m=1$ the amplitude is constant. To first order, $R+\delta\cos\theta$ is a circle whose centre is shifted by $\delta$, and in an open plane such a shift has no effect on growth.

## Two changes in the supply

The moment also handles cases in which the boxed rate is modified.

**Fixed density at a finite distance.** Let $c=c_e+\Delta c$ on $r=L$. Take $\Lambda=L$ and a harmonic weight that vanishes there,

$$u=\left(r^{-m}-\frac{r^m}{L^{2m}}\right)\cos m\theta .$$

On the outer circle, $u\,\partial_rw=0$. The other term is the constant $\Delta c$ times a multiple of $\cos m\theta$ and integrates to zero. So $M$ is again conserved. With $q=(R/L)^{2m}$, the strip integral is

$$M=-\pi\,\delta\,R^{1-m}(1-q).$$

Setting its logarithmic derivative to zero, and using $\dot q=2mqV/R$, gives

$$\frac{\dot\delta}{\delta}=(m-1)\frac VR+\frac{\dot q}{1-q}
=\frac VR\left[m\,\frac{1+q}{1-q}-1\right].$$

The added term is positive: a bump is nearer to the supply circle than a hollow is. Even $m=1$ now grows, because an off-centre island receives more atoms on the side facing the nearer part of the supply.

**Deposition around the island.** If atoms land uniformly at a rate $F$ per area, the field obeys $\nabla^2c=-F/D$. Return to the open plane and $u=r^{-m}\cos m\theta$. The isotropic part of $w$ gains $-Fr^2/4D$, which drops out on $\Lambda$. The left side of Green's identity is now $-(F/D)M$, so the edge integral of $u\,\partial_nw$ is $(F/D)M$. Then

$$\frac{dM}{dt}=-\Omega F M
\quad\Longrightarrow\quad
\frac{\dot\delta}{\delta}=(m-1)\frac VR-\Omega F .$$

Here $V$ is the actual edge speed, with deposition included. The first derivation gives the same correction through $c_0''(R)=-G/R-F/D$: the source makes the gradient fall off faster outward. The boxed rate needs $\Omega F\ll(m-1)V/R$ for $m\ge2$.

## Reading the numbers

The example uses round model parameters, not those of a named material: $R=100$ Å, $L=1000$ Å, $\Omega=10$ Å$^2$, $D=10^6$ Å$^2$/s and $\Omega\Delta c=10^{-3}$. There is no deposition between the island and the supply circle. Adatoms are also assumed not to form new islands there. At this density they meet often, so the assumption requires that small clusters break up again quickly. The edge speed is

$$V=\frac{10^6\times10^{-3}}{100\times2.3026}\ \text{Å/s}=4.34\ \text{Å/s},$$

or $1.99\times10^{-16}$ atomic units. Then $V/R=0.0434$ s$^{-1}$. The threefold ripple grows at twice this rate, $0.0869$ s$^{-1}$, or $2.10\times10^{-18}$ atomic units. These are rates at $R=100$ Å and they change as the island grows. The power law in $R$ takes account of that.

For the doubled radius the power law gives $2^{m-1}$ Å from an initial 1 Å: 2, 4 and 8 Å for $m=2$, 3 and 4. For $m=6$ it gives 32 Å, but then $m\delta/R=6\times32/200=0.96$, which is not small. That value is an extrapolation of the linear law beyond its range, not a prediction. In the full nonlinear model an edge that starts as a pure sixfold cosine loses smoothness near $R=150$ Å. For $m=4$ the same measure is 0.16, but it is not the only limit. A pure cosine of finite amplitude also carries higher-order components with 8 and 12 lobes, which grow as $2^7$ and $2^{11}$. The nonlinear solution at 200 Å has a fourfold amplitude of 7.9 Å together with an eightfold overtone of 1.6 Å, and it is close to the end of its smooth range.

The initial amplitude also needs care. An area of 10 Å$^2$ per atom means a spacing of about 3 Å, so a ripple of 1 Å must be read as a displacement of the averaged edge position, not as the outline of one atomic edge.

The final amplitudes also leave out the random arrival of atoms. Its effect can be estimated for each $m$ separately, as long as all ripples stay small. An atom that lands at angle $\theta$ changes the amplitude by $\Omega\cos m\theta/(\pi R)$, and growth by $dR$ takes $2\pi R\,dR/\Omega$ atoms. If they arrive independently, they add $\Omega\,dR/(\pi R)$ to the variance of $\delta$, and later growth magnifies this by $(R_f/R)^{2m-2}$, where $R_f$ is the final radius. Starting from $R_0$, the variance for $m\ge2$ is therefore

$$\sigma^2=\frac{\Omega}{2\pi(m-1)}\left[\left(\frac{R_f}{R_0}\right)^{2m-2}-1\right].$$

For the doubled radius $\sigma$ is 2.2 Å for $m=2$ and 5.8 Å for $m=4$, comparable to the amplitudes of 2 and 8 Å themselves. Finer ripples are worse: the formula gives 18 Å for $m=6$ and 61 Å for $m=8$. In the last case $m\sigma/R_f=2.4$, so the linear law has failed and the edge breaks up into branches. Without line tension, a real island of this size would not stay compact up to 200 Å. The example shows what the smooth model does to a single ripple; it does not predict the shape of such an island.

Line tension is left out of these numbers, and that too has a limit. Suppose it raises the edge density to $c_e(1+\Gamma\kappa)$, where $\kappa$ is the edge curvature and $\Gamma$ a capillary length. The changed condition for $B$ then multiplies the boxed rate, at given $V$, by

$$1-\frac{\Omega Dc_e\,\Gamma\,m(m+1)}{VR^2}.$$

For $\Gamma=20$ Å and $\Omega c_e=10^{-5}$ this lowers the fourfold rate at $R=100$ Å by 9 percent; for $\Omega c_e=10^{-4}$ it lowers it by 92 percent. Line tension also damps the noise in fine ripples, but for this island the two demands conflict. Take $V(R)$ from the fixed $\Delta c$ on $r=L$. At $\Omega c_e=10^{-5}$ the fourfold ripple reaches 7.1 Å instead of 8 Å, yet the noise for $m=8$ still reaches $\sigma\approx27$ Å, a slope of about 1, and for $m=10$ to 12 about 40 Å. At $\Omega c_e=10^{-4}$ the edge slopes from noise stay small and the island compact, but the fourfold ripple ends at 2.4 Å instead of 8 Å, below its own noise of $\sigma\approx2.7$ Å. The exchange of atoms between the edge and the adatom gas, left out of these estimates, adds further noise; a fluctuation-dissipation estimate raises this $\sigma$ to about 4 Å. The values also depend on the supply: at constant total flux, 27 Å and 2.4 Å become 23 Å and 2.0 Å.

The finite supply distance matters little here for $m\ge2$. At $R=100$ Å it raises the twofold rate from 0.04343 to 0.04345 s$^{-1}$, and the higher rates do not change in the printed digits. For $m=1$ it replaces zero by 0.00088 s$^{-1}$. The amplitudes quoted above use the open-plane law.

The rates were tested against a numerical field built from logarithmic point sources, which uses neither $r^{-m}\cos m\theta$ nor the moment. In the open plane its rates for $m=1$ to 6 are 0, 1, 2, 3, 4 and 5 in units of $V/R$, to the four decimals printed. For the close supply circle $L=2R$ the twofold value is 1.2667, as the formula with $q$ requires. The deposition term passed a test of the same kind. When the edge was followed in time to twice its radius, from a ripple of $10^{-4}R$, the amplitudes for $m=2$, 3 and 5 grew by factors 2.0000, 4.0000 and 15.9997, against 2, 4 and 16. The numerical output follows this text.

## What each derivation assumes

Both derivations use fast attachment, a uniform edge density and an isotropic supply. They differ in where they use small amplitude and the quasi-static field.

**Small amplitude.** The first derivation linearises from the start: the field, the edge condition and the flux are all expanded in $\delta$. In return it shows the flux at each point of the edge, and so the mechanism. The second has a conservation law valid at finite amplitude and linearises when $M$ is expressed through $\delta$. It gives the integrated growth directly, but does not show where the atoms arrive.

**Uniform edge density.** In the first derivation this condition fixes $B$. In the second it removes the term $w\,\partial u/\partial n$ on the edge. If line tension makes the edge density depend on curvature, that term survives for $m\ge2$ and $M$ is no longer conserved. For $m=1$ it vanishes to first order, because a shifted circle has uniform curvature. The first derivation can still be used, with a changed condition for $B$.

**Quasi-static field.** The second derivation needs $\nabla^2w=0$; otherwise Green's identity keeps an integral of $u\,\partial_tw/D$ over the whole outside region. The first needs no more than the gradients at the edge, and can be repeated with the full diffusion equation $\partial_tc=D\nabla^2c$ when a solution is known.

One such case is a disc with $R^2=4sDt$, where $s$ is a constant of any size. Its speed is $V=R/2t$. Let

$$E=e^{-r^2/4Dt},\qquad c_0'=K\frac Er .$$

The total inward flux through a circle of radius $r$ is proportional to $rc_0'=KE$. Conservation of atoms requires $\partial_tc_0=(D/r)\,\partial_r(KE)=-KE/2t$. The $r$-derivative of this is $KEr/4Dt^2$, which equals $\partial_t(KE/r)$, as it must. With $x=r^2/4Dt$, the density difference between infinity and the edge is $\tfrac K2\int_s^\infty e^{-x}dx/x$. It is constant in time, so this disc is fed from a constant far density. The edge gradient is $G=Ke^{-s}/R$, and $V=\Omega DG$ requires $\Omega DKe^{-s}=RV=2sD$, again a constant.

For the ripple take $c_1=B\,r^{-m}t^{m-1}E\cos m\theta$. Its time derivative is

$$\partial_tc_1=\left[\frac{m-1}{t}+\frac{r^2}{4Dt^2}\right]c_1 .$$

In the Laplacian, the factor $r^{-m}\cos m\theta$ is harmonic by itself, which leaves $E''+(1-2m)E'/r$ in place of $E$. With $E'=-rE/2Dt$ and $E''=(r^2/4D^2t^2-1/2Dt)E$,

$$D\nabla^2c_1=\left[\frac{r^2}{4Dt^2}-\frac1{2t}-\frac{1-2m}{2t}\right]c_1
=\left[\frac{r^2}{4Dt^2}+\frac{m-1}{t}\right]c_1 ,$$

so the diffusion equation holds. The edge condition makes the amplitude of $c_1$ at $r=R$ equal to $-G\delta$. Since $R/2Dt=V/D$, the two gradient terms of the first derivation become

$$c_0''(R)\,\delta=-G\delta\left(\frac1R+\frac VD\right),\qquad
\partial_rc_1\to+G\delta\left(\frac mR+\frac VD\right).$$

The terms in $V/D$ cancel, and $\dot\delta/\delta=(m-1)V/R$ again. This agrees with the edge condition, which gives $\delta\propto R^{1-m}t^{m-1}\propto R^{m-1}$ because $t\propto R^2$. For this self-similar ripple the equations give the same rate at any $s$. The dilute adatom gas limits their use, however. With $K=2s\,e^s/\Omega$ from the edge condition, the far density exceeds the edge density by $\Delta c$, where $\Omega\Delta c=s\,e^s\int_s^\infty e^{-x}dx/x$. This is already about 0.6 at $s=1$, so only small $s$, and thus slow growth, describes dilute adatoms.

The cancellation was shown for this growth history and this mode. In general the quasi-static assumption needs a small Péclet number $VR/D$ and a supply that changes slowly. In the example $VR/D=4.3\times10^{-4}$. The stricter condition is set by the whole region out to $L$: its diffusion time $L^2/D$ is 1 s, against a growth time $R/V$ of 23 s.

**A limit common to both.** The rate rises with $m$ without bound, so within this model the finest ripple grows fastest. The continuum description must fail when the wavelength $2\pi R/m$ approaches the atomic spacing. The model therefore gives the growth of a ripple of given $m$, but it cannot select the number of branches on an unstable island. That requires a short-wavelength cutoff, from line tension or from the lattice.

## Computed values

```
Solver tests, rate in units of V/R
open plane, m=1: -0.0000 (dimensionless)
open plane, m=2: 1.0000 (dimensionless)
open plane, m=3: 2.0000 (dimensionless)
open plane, m=4: 3.0000 (dimensionless)
open plane, m=5: 4.0000 (dimensionless)
open plane, m=6: 5.0000 (dimensionless)
L=2R, m=1: solver 0.6667, formula 0.6667 (dimensionless)
L=2R, m=2: solver 1.2667, formula 1.2667 (dimensionless)
L=2R, m=3: solver 2.0952, formula 2.0952 (dimensionless)
L=2R, m=4: solver 3.0314, formula 3.0314 (dimensionless)
time evolution, m=2: radius x 2.0000, amplitude x 2.0000
time evolution, m=3: radius x 2.0000, amplitude x 4.0000
time evolution, m=5: radius x 2.0000, amplitude x 15.9997
Worked example
island radius R = 100 angstrom
supply radius L = 1000 angstrom
area per atom Omega = 10 angstrom^2
diffusion coefficient D = 1.0e+06 angstrom^2/s
excess coverage Omega*Delta c = 1.0e-03
excess density Delta c = 1.0e-04 angstrom^-2
ln(L/R) = 2.3026
edge speed V = 4.3429 angstrom/s
edge speed V = 1.9852e-16 atomic units
V/R = 0.04343 1/s
R/V = 23.03 s
Peclet number V*R/D = 4.343e-04
supply-field time L^2/D = 1.00 s
m=1: rate 0.00000 1/s, with finite L 0.00088 1/s
m=2: rate 0.04343 1/s, with finite L 0.04345 1/s
m=3: rate 0.08686 1/s, with finite L 0.08686 1/s
m=4: rate 0.13029 1/s, with finite L 0.13029 1/s
m=6: rate 0.21715 1/s, with finite L 0.21715 1/s
m=3 rate = 2.1010e-18 atomic units
initial ripple = 1.0 angstrom, relative 1.00 percent
at R=200 angstrom, m=1: ripple 1.0 angstrom, relative 0.50 percent
at R=200 angstrom, m=2: ripple 2.0 angstrom, relative 1.00 percent
at R=200 angstrom, m=3: ripple 4.0 angstrom, relative 2.00 percent
at R=200 angstrom, m=4: ripple 8.0 angstrom, relative 4.00 percent
at R=200 angstrom, m=6: ripple 32.0 angstrom, relative 16.00 percent
```
